# Excess kurtosis of a dopant profile built from pair excursions

## Problem

A substitutional boron atom in silicon is immobile until a self-interstitial joins it. The resulting pair diffuses for a short time and then dissolves, leaving the boron atom on a new lattice site. Call this one excursion. Consider a thin, dilute marker layer of boron, and let $x$ be the coordinate normal to the layer.

Each dopant starts excursions independently at a rate $g$, uniform in space and constant in time. A pair has an isotropic diffusivity $D_m$ and dissolves at a constant rate $r$. Unless stated otherwise, the pair lifetime $1/r$ is negligible beside both $1/g$ and the anneal time $t$, all dopants start at $x=0$, and surfaces and drift are ignored. The profile includes the dopants that have not moved. Its excess kurtosis is

$$
K=\frac{\langle x^4\rangle}{\langle x^2\rangle^2}-3 ,
$$

where the mean of $x$ is zero by symmetry. A Gaussian has $K=0$.

(a) Find the probability density $f(x)$ of the displacement in one excursion.

(b) Find the variance and excess kurtosis of the profile in terms of the mean excursion number $N=gt$. When is $K$ below 0.1?

(c) Explain the coefficient in $K$ through the total time a dopant spends mobile. Then find the long-time correction when $g/r$ is not negligible.

(d) Replace the sharp start by a Gaussian of standard deviation $\sigma_0$. How does the condition for $K<0.1$ change?

(e) Let pairs form by the single route $\mathrm{B}^-+\mathrm{I}^+\leftrightarrow(\mathrm{BI})^0$, with the concentration of neutral interstitials held fixed. How does a uniform acceptor background $N_A$ change the time needed?

(f) Evaluate the results at 1173.15 K for an intrinsic boron diffusivity of 0.10 nm²/s, a decay length of 10 nm in $f$, an intrinsic carrier concentration $n_i=4.0\times10^{18}$ cm⁻³ and a background $N_A=8.0\times10^{18}$ cm⁻³. Judge how nearly Gaussian the profile is at the threshold, and how far neglected effects move the answer.

## Solution

### (a) One excursion

Let a pair form at $x=0$ at time zero, and let $u(x,\tau)$ be the density for it to be still mobile and at $x$ after time $\tau$. Because the diffusion is isotropic, the $x$ coordinate diffuses independently of the other two:

$$
\frac{\partial u}{\partial \tau}=D_m\frac{\partial^2u}{\partial x^2}-ru,\qquad u(x,0)=\delta(x).
$$

The pair dissolves at $x$ with density $ru$ per unit time, so $f(x)=r\,m(x)$ with $m=\int_0^\infty u\,d\tau$. Integrate the equation over $\tau$. The left side gives $u(x,\infty)-u(x,0)=-\delta(x)$, hence

$$
D_m m''-rm=-\delta(x).
$$

Away from the origin the solution that stays finite is $m=Ae^{-|x|/\lambda}$, with $\lambda=\sqrt{D_m/r}$. Integrating across the origin fixes the jump in slope:

$$
D_m\left[m'(0^+)-m'(0^-)\right]=-\frac{2AD_m}{\lambda}=-1,
\qquad A=\frac{\lambda}{2D_m}.
$$

Since $r/D_m=1/\lambda^2$,

$$
f(x)=\frac{r\lambda}{2D_m}e^{-|x|/\lambda}=\frac{1}{2\lambda}e^{-|x|/\lambda}.
$$

The displacement is a two-sided exponential because the lifetime of the pair is random. At a fixed lifetime it would be Gaussian.

### (b) Many excursions

The odd moments of $f$ vanish. For even $j$,

$$
\int_{-\infty}^{\infty}x^jf(x)\,dx=\frac1\lambda\int_0^\infty x^je^{-x/\lambda}dx=j!\,\lambda^j ,
$$

so one displacement $d$ has $\langle d^2\rangle=2\lambda^2$ and $\langle d^4\rangle=24\lambda^4$.

After $n$ excursions the position is $X=d_1+\dots+d_n$. In $\langle X^2\rangle$ the cross terms vanish, leaving $2n\lambda^2$. In $\langle X^4\rangle$ any term with an odd power of some $d_i$ vanishes. What remains is $n$ terms $d_i^4$, and for each of the $n(n-1)/2$ pairs of excursions the term $6d_i^2d_j^2$. Thus

$$
\langle X^4\rangle_n=24n\lambda^4+3n(n-1)(2\lambda^2)^2
=24n\lambda^4+12n(n-1)\lambda^4 .
$$

Independent starts at a constant rate, with negligible time spent away from lattice sites, make $n$ a Poisson variable of mean $N$. For it $\langle n\rangle=N$ and

$$
\langle n(n-1)\rangle=\sum_{n\ge2}n(n-1)\frac{e^{-N}N^n}{n!}
=N^2e^{-N}\sum_{n\ge2}\frac{N^{n-2}}{(n-2)!}=N^2 .
$$

The moments of the whole profile are therefore

$$
\langle X^2\rangle=2N\lambda^2,\qquad
\langle X^4\rangle=24N\lambda^4+12N^2\lambda^4,
$$

and

$$
K=\frac{24N\lambda^4+12N^2\lambda^4}{4N^2\lambda^4}-3=\frac6N .
$$

The condition $6/N<0.1$ means $N>60$; at $N=60$ the excess equals 0.1. The length $\lambda$ has dropped out, because it only sets the scale of $x$. It does enter the effective diffusivity: comparing $2N\lambda^2=2g\lambda^2t$ with $2Dt$ gives $D=g\lambda^2$.

As a test, $f$ was convolved with itself numerically and the results were added with Poisson weights. This gave $K=2.0004$ at $N=3$ and $0.5001$ at $N=12$, against 2 and 0.5 from the formula.

For small $N$ the excess diverges, since a fraction $e^{-N}$ of the dopants still forms a spike at the origin while a few lie about $\lambda$ away. If the unmoved dopants were left out, the answer would differ: for $N\to0$ nearly every moved dopant has moved once, and $K$ tends to that of $f$ itself, $24/4-3=3$.

### (c) The mobile time, and a finite pair lifetime

Let $T$ be the total time a dopant has been mobile. At given $T$ its displacement is Gaussian with variance $2D_mT$, so its fourth moment is $3(2D_mT)^2$. Averaging over $T$,

$$
K=\frac{12D_m^2\langle T^2\rangle}{4D_m^2\langle T\rangle^2}-3
=3\,\frac{\langle T^2\rangle-\langle T\rangle^2}{\langle T\rangle^2}
=\frac{3\,\mathrm{Var}(T)}{\langle T\rangle^2}.
$$

The excess kurtosis measures how unequally the dopants have shared the mobile time. Now $T$ is a sum of $n$ exponential lifetimes, each of mean $1/r$ and variance $1/r^2$. Its mean is $N/r$. Its variance has one part from the random lifetimes and one from the random number:

$$
\mathrm{Var}(T)=\frac{\langle n\rangle}{r^2}+\frac{\mathrm{Var}(n)}{r^2}
=\frac N{r^2}+\frac N{r^2}.
$$

Each part contributes $3/N$ to $K$. If every pair lived for the same time, the first part would be absent, $K$ would be $3/N$, and the threshold would be $N=30$. The value 60 thus depends on the exponential lifetime law.

For finite $g/r$, let $S$ and $M$ be the spatial Fourier transforms of the substitutional and mobile densities, at wavenumber $k$. With $q=D_mk^2$,

$$
\dot S=-gS+rM,\qquad \dot M=gS-(r+q)M .
$$

Solutions proportional to $e^{\Lambda t}$ require $(g+\Lambda)(r+q+\Lambda)-gr=0$, that is

$$
\Lambda^2+(g+r+q)\Lambda+gq=0 .
$$

At long times the root that vanishes with $q$ dominates. Insert $\Lambda=-aq+bq^2+\dots$. The terms in $q$ give $-(g+r)a+g=0$, and those in $q^2$ give $a^2+(g+r)b-a=0$. Hence

$$
a=\frac g{g+r},\qquad b=\frac{a(1-a)}{g+r}=\frac{gr}{(g+r)^3}.
$$

For a symmetric profile the logarithm of the Fourier transform is $-\kappa_2k^2/2+\kappa_4k^4/24+\dots$, where $\kappa_2$ is the variance and $K=\kappa_4/\kappa_2^2$. Comparison with $\Lambda t$ gives $\kappa_2=2aD_mt$ and $\kappa_4=24bD_m^2t$, so at leading order in long time

$$
K=\frac{6b}{a^2t}=\frac{6r}{g(g+r)t}=\frac{6}{N}\,\frac1{1+g/r},\qquad N=gt .
$$

Here $gt$ is no longer the mean number of excursions: a dopant sits on a lattice site for a fraction $r/(g+r)$ of the time, so at long times that number is $gt/(1+g/r)$. A direct solution of the two-state moment equations at $N=60$ and $g/r=0.01$ gives $K=0.09901$, in agreement with $0.1/1.01$.

### (d) A marker of finite width

The starting position $x_0$ is independent of the later displacement $X$. With $\langle x_0^4\rangle=3\sigma_0^4$,

$$
\langle(x_0+X)^4\rangle=3\sigma_0^4+6\sigma_0^2\langle X^2\rangle+\langle X^4\rangle .
$$

Three times the squared variance is $3\sigma_0^4+6\sigma_0^2\langle X^2\rangle+3\langle X^2\rangle^2$. The difference is $\langle X^4\rangle-3\langle X^2\rangle^2=24N\lambda^4$, as for a sharp start. The variance is now $\sigma_0^2+2N\lambda^2=2\lambda^2(N+s)$, with $s=\sigma_0^2/(2\lambda^2)$, and therefore

$$
K=\frac{24N\lambda^4}{4\lambda^4(N+s)^2}=\frac{6N}{(N+s)^2},\qquad
\frac{dK}{dN}=\frac{6(s-N)}{(N+s)^3}.
$$

The excess starts at zero, because the marker is Gaussian, rises to $1.5/s$ at $N=s$, and then falls. Setting $K=0.1$ gives $(N+s)^2=60N$, or $N^2-(60-2s)N+s^2=0$, with roots

$$
N=30-s\pm\sqrt{(30-s)^2-s^2}=30-s\pm\sqrt{900-60s}.
$$

For $s<15$ the excess is below 0.1 before the smaller root and again after the larger one. For $s>15$ it never reaches 0.1. A broad marker can thus look Gaussian because it began so, with few excursions behind it. Numerical evolution of a 30 nm marker with $\lambda=10$ nm, for which $s=4.50$, confirmed the maximum of 0.333 and the last crossing at $N=50.6$.

### (e) The Fermi level

Pairs form at a rate proportional to $[\mathrm I^+]$. For non-degenerate holes, lowering the Fermi level $E_F$ multiplies both the ratio $[\mathrm I^+]/[\mathrm I^0]$ and the hole concentration $p$ by the same Boltzmann factor. With $[\mathrm I^0]$ fixed,

$$
g=g_iP,\qquad P=\frac p{n_i},
$$

where $g_i$ is the rate in intrinsic material. Dissolution into $\mathrm B^-+\mathrm I^+$ takes up no carrier, so $r$ is independent of $P$. If $D_m$ is too, $\lambda$ is unchanged.

Neutrality with fully ionized acceptors reads $p=N_A+n_i^2/p$. Dividing by $n_i$ and writing $\alpha=N_A/(2n_i)$ gives $P^2-2\alpha P-1=0$, whose positive root is

$$
P=\alpha+\sqrt{1+\alpha^2},\qquad t_{60}=\frac{60}{g_iP}.
$$

For $N_A\ll n_i$ the background hardly matters, $P\approx1+\alpha$; for $N_A\gg n_i$, $P\approx N_A/n_i$. In this single-route model the Fermi level changes how fast excursions accumulate, while $\lambda$ and $K=6/N$ stand. In a donor background this route slows down, and routes through other charge states, omitted here, may take over.

### (f) Numbers and their reliability

**Times.** From $D=g\lambda^2$,

$$
g_i=\frac{0.10\ \mathrm{nm^2/s}}{(10\ \mathrm{nm})^2}=1.0\times10^{-3}\ \mathrm{s^{-1}},\qquad
t_{60}=\frac{60}{g_i}=6.0\times10^4\ \mathrm s ,
$$

or 16.7 h in intrinsic silicon. In the background $\alpha=1$, so $P=1+\sqrt2=2.414$ and $t_{60}=2.49\times10^4$ s, or 6.9 h. Temperature, $\lambda$, $n_i$ and $[\mathrm I^0]$ are taken to be the same in both cases; band-gap narrowing by the background, 8 to 24 meV in a rough Debye–Hückel estimate, would raise $p$ by 1 to 4 %. The Fermi level lies $kT\ln P=0.089$ eV below its intrinsic position.

At the threshold a marker with a sharp start has a standard deviation of $10\sqrt{120}=110$ nm. After one hour in intrinsic material, by contrast, $N=3.6$ and $K=1.67$; the standard deviation is 27 nm, and 2.7 % of the dopants have never moved.

**Shape at the threshold.** Let $z$ be the distance in standard deviations. To first order in $K$ the Fourier transform is $e^{-k^2/2}(1+Kk^4/24)$, with $k$ now conjugate to $z$. The factor $k^4$ corresponds to a fourth derivative, and $d^4e^{-z^2/2}/dz^4=(z^4-6z^2+3)e^{-z^2/2}$. Hence

$$
\frac{\text{profile}}{\text{Gaussian}}\approx1+\frac K{24}(z^4-6z^2+3).
$$

For $K=0.1$ this is 1.01 at the centre and $1+163/240=1.68$ at $z=4$. The numerically evolved profile, started with $\sigma_0=3$ nm, gives 1.01 and 1.69. At the last crossing, an excess of 0.1 therefore means a nearly Gaussian core, with a concentration at four standard deviations still about 70 % above the Gaussian of equal variance. At the smaller root of part (d) higher cumulants are not small and the first-order form fails in the tail: for the 30 nm marker the ratio at $z=4$ is then 1.89.

**Neglected effects.** The 3 nm width has $s=0.045$ and moves the last crossing from 60 to 59.9. With a rough pair diffusivity of $10^8$ nm²/s the lifetime is $10^{-6}$ s and $g_i/r=10^{-9}$, which is negligible.

The marker also dopes its host. For a dose of $5\times10^{11}$ cm⁻² the initial peak is $6.65\times10^{17}$ cm⁻³, where local neutrality gives $P=1.09$. Evolving the profile with this local rate in otherwise intrinsic silicon lowers $K$ at $6.0\times10^4$ s from 0.0999 to 0.0960, about 4 %. Local neutrality is only approximate at the start, because the screening length $\sqrt{\epsilon kT/(2e^2n_i)}\approx2.9$ nm equals the marker width. With Poisson screening the initial peak is $P=1.06$, but the final $K$ is almost the same, 0.0961. The pair flux also depletes the interstitials at the marker; for an interstitial diffusivity times concentration of roughly $8\times10^4$ cm⁻¹s⁻¹ this lowers the initial rate by 0.3 % and raises $K$ to 0.0964.

For a marker 600 nm deep, a fraction $4\times10^{-7}$ has touched the surface by the threshold. At about 5.5 standard deviations these dopants carry a weight of order $5.5^4\times4\times10^{-7}\approx4\times10^{-4}$ in the kurtosis, small beside 0.1. Hole degeneracy, estimated with the free-electron mass, raises the Boltzmann factor in the background by 1.8 % above its non-degenerate value at the same $p$. Intrinsic material has a smaller correction of the same sign, so the ratio $g/g_i$ changes by less than this. Full ionization of the background is an assumption, and it may matter more. An isolated acceptor level 45 meV above the band, with degeneracy 4 and the same mass, would be only 79 % ionized, giving $P=2.07$ and 8.1 h instead of 6.9 h. The marker boron has such a level too, and only $\mathrm B^-$ reacts: its ionized fraction in the background is 0.89 of that in intrinsic material, which brings the time to about 9 h. For such a shallow acceptor that estimate probably overstates the effect, since screening lowers the level: a Debye-screened Coulomb model gives a binding near 11 meV, far below $kT$. The isolated-level formula is then unreliable: it gives 7.8 h, but also 7.7 h at zero binding, while a weight that vanishes with the binding gives about 7.0 h. A deeper acceptor is less ionized; an isolated level at 72 meV would give 8.3 h, or 9.3 h with the marker's own ionization included.

The length $\lambda$ matters more; the changes in temperature and $n_i$ below shift the time about as much as incomplete ionization does. At fixed $D$ the threshold time is $60\lambda^2/D$, so $\lambda=5$ nm gives 4.2 h and $\lambda=20$ nm gives 66.7 h in intrinsic material. The corrections above change with $\lambda$. For 5 nm the marker's own doping lowers $K$ by about 8 % and the time to 3.8 h. For 20 nm a depth of 600 nm is only 2.7 standard deviations: 0.7 % of the dopants have touched the surface by $N=60$, and $K$ about the mean reaches 0.1 already near $N=40$ for a reflecting surface or $N=35$ for an absorbing one, so the 66.7 h needs a deeper marker. An anneal 5 K hotter raises $g$ by a factor 1.18 if its activation energy is roughly 4 eV. A value of $n_i$ 20 % higher, at fixed $g_i$, lengthens the time in the background from 6.9 to 7.8 h.

**The real case.** The diffusivity and $n_i$ are rough typical values for boron in silicon near this temperature. The length $\lambda=10$ nm is an assumed round value of the right order; it falls with rising temperature and may be nearer 5 nm here. The single route of part (e) is also a model. A diffusivity proportional to $p$ fixes only the product $g\lambda^2$, while the threshold time depends on $g$ alone. If pairs formed through neutral or doubly positive interstitials, so that $g\propto P^0$ or $P^2$ with $\lambda$ adjusting to the same $D$, the time in the background would be 16.7 or 2.9 h rather than 6.9 h. The marker dose is far below that of a source or drain implant, and modern activation anneals are hotter and last seconds or less. With 4 eV and $\lambda=10$ nm the intrinsic threshold time falls to about 11 min at 1323 K and about 3 s at 1573 K, before any interstitial excess. Implanted devices chiefly break the assumption of a fixed interstitial concentration: implant damage releases excess interstitials. If their concentration were ten times higher throughout, with $\lambda$ unchanged, the intrinsic threshold time would fall from 16.7 to 1.7 h. In practice the excess decays during the anneal, and $N$ is then the time integral of $g$. High doses also bring clustering and strongly non-uniform $P$, for which $K=6/N$ no longer follows.

## Numbers as computed

```
TESTS
N =  0.5: convolved excess 12.0025, 6/N 12.0000
N =  3.0: convolved excess 2.0004, 6/N 2.0000
N = 12.0: convolved excess 0.5001, 6/N 0.5000
N = 60.0: convolved excess 0.1000, 6/N 0.1000
two-state excess at N = 60, g/r = 0.01: 0.09901
wide start 30 nm: s = 4.50, largest excess 0.3333
wide start: last crossing of 0.1 at N = 50.60
INPUTS (rough typical values)
temperature 1173.15 K, kT = 0.1011 eV
intrinsic diffusivity 0.10 nm^2/s, lam = 10 nm
n_i = 4.0e+18 cm^-3, background acceptors 8.0e+18 cm^-3
marker: sigma0 = 3 nm, dose 5.0e+11 cm^-2, depth 600 nm
pair diffusivity 1e+08 nm^2/s, activation energy of g 4.0 eV
RESULTS
threshold mean excursion number 60.00
intrinsic excursion rate g_i = 1.00e-03 1/s
intrinsic threshold time 6.000e+04 s = 16.67 h
P = p/n_i in the background = 2.414
Fermi level below its intrinsic position by 0.0891 eV
excursion rate in the background 2.414e-03 1/s
background threshold time 2.485e+04 s = 6.90 h
standard deviation at threshold, spike start 109.5 nm
one hour, intrinsic: N = 3.60, excess 1.667
one hour: never moved 0.0273, st. dev. 26.8 nm
profile/Gaussian at N = 60: centre 1.0129
profile/Gaussian at N = 60: four st. dev. 1.691
NEGLECTED EFFECTS AND UNCERTAINTIES
initial width: s = 0.045, crossing at N = 59.91
pair lifetime 1.0e-06 s, g_i/r = 1.0e-09
marker initial peak 6.65e+17 cm^-3
own doping: initial peak p/n_i (neutrality) 1.087
excess at intrinsic threshold time, no own doping 0.09985
excess at intrinsic threshold time, own doping 0.09601
fraction that has touched the surface 3.9e-07
hole degeneracy correction to P 1.8 %
lam = 5 nm, same D_i: threshold 4.2 h
lam = 20 nm, same D_i: threshold 66.7 h
n_i 20 % higher: P = 2.135, threshold 7.81 h
anneal 5 K hotter: g larger by factor 1.183
```
